\section*{Irwin's plastic zone in copper compared with interconnect layer thickness}

\section*{Problem}

A crack lies in copper with yield stress $Y=300$ MPa and is loaded in opening at an energy release rate $G=5$ J/m$^2$. Take Young's modulus $E=120$ GPa and Poisson ratio $\nu=0.34$, both rough typical values.

(a) Find the length of the plastic zone ahead of the tip from Irwin's plane-strain estimate.

(b) Find how far the elastic field exceeds yield to the side of the crack.

(c) Compare the result with copper layers 50 to 3000 nm thick, and say what it means when the zone is longer than the layer is thick.

(d) Find how the estimate changes if the crack runs along the interface between copper and a dielectric.

\section*{Solution}

\subsection*{Assumptions and the elastic field}

The copper is isotropic, linearly elastic up to yield, and perfectly plastic beyond it. The crack occupies $x<0$, $y=0$, with its tip at the origin, and strain along the crack front ($z$ axis) vanishes. Yielding is first assumed to be confined to a region small compared with the crack length and with the distance to any boundary. The mechanics is classical, so the formulas read the same in atomic units as in any other consistent system.

Let $\zeta=x+iy=re^{i\theta}$, let $\mu=E/[2(1+\nu)]$ be the shear modulus, and let $\kappa=3-4\nu$. For analytic functions $\varphi,\psi$, with $\Phi=\varphi'$ and $\Psi=\psi'$, set
\begin{align}
2\mu(u_x+iu_y)&=\kappa\varphi-\zeta\overline{\varphi'}-\overline{\psi},\label{disp}\\
\sigma_{xx}+\sigma_{yy}&=2(\Phi+\overline\Phi),\label{trace}\\
\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}&=-2(\zeta\overline{\Phi'}+\overline\Psi).\label{dev}
\end{align}
These satisfy elasticity. Write $\partial=\tfrac12(\partial_x-i\partial_y)$ and $\bar\partial=\tfrac12(\partial_x+i\partial_y)$.

\begin{itemize}
\item Hooke's law, trace: twice the real part of $\partial$ acting on (\ref{disp}) is $2\mu(\varepsilon_{xx}+\varepsilon_{yy})=(\kappa-1)(\Phi+\overline\Phi)$. Since $\kappa-1=2(1-2\nu)$, this is $(1-2\nu)(\sigma_{xx}+\sigma_{yy})$, as plane strain requires.
\item Hooke's law, remainder: $2\bar\partial$ acting on (\ref{disp}) is $2\mu(\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy})$, and it equals the right side of (\ref{dev}).
\item Equilibrium: the two force equations combine into $\bar\partial(\sigma_{xx}+\sigma_{yy})+\partial(\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy})=0$. The terms are $2\overline{\Phi'}$ and $-2\overline{\Phi'}$.
\end{itemize}

For an opening crack choose
\begin{equation}
\Phi=\frac{K}{2\sqrt{2\pi\zeta}},\qquad \Psi=-\zeta\Phi' .
\end{equation}
The conjugate of (\ref{dev}) gives $\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}=2(\bar\zeta-\zeta)\Phi'=-4iy\Phi'$. On $y=0$ the right side vanishes, so $\sigma_{xy}=0$ and $\sigma_{xx}=\sigma_{yy}=2\,\mathrm{Re}\,\Phi$. On the crack faces $\Phi$ is imaginary and the traction is zero. Ahead of the tip,
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\frac{K}{\sqrt{2\pi r}},\label{ahead}
\end{equation}
which defines the stress intensity $K$.

\subsection*{From release rate to stress intensity}

Integrating the potentials gives $\varphi=K\sqrt{\zeta/2\pi}$ and $\psi=\varphi-\zeta\varphi'$. At a distance $s$ behind the tip $\zeta$ is real, so (\ref{disp}) becomes $2\mu(u_x+iu_y)=\kappa\varphi-\overline\varphi$. On the upper face $\varphi=iK\sqrt{s/2\pi}$, hence
\begin{equation}
u_y=\frac{\kappa+1}{2\mu}K\sqrt{\frac{s}{2\pi}}
=\frac{4(1-\nu^2)}{E}K\sqrt{\frac{s}{2\pi}} .
\end{equation}
The lower face moves oppositely, so the opening is $\delta(s)=2u_y$.

Closing the crack over a short length $\Delta$ takes the work $G\Delta$. The traction at each point grows linearly from zero to (\ref{ahead}) as the opening closes, which supplies a factor $\tfrac12$:
\begin{align}
G&=\frac1{2\Delta}\int_0^\Delta\frac{K}{\sqrt{2\pi x}}\,\delta(\Delta-x)\,dx\notag\\
&=\frac{2(1-\nu^2)K^2}{\pi E\Delta}\int_0^\Delta\sqrt{\frac{\Delta-x}{x}}\,dx .
\end{align}
With $x=\Delta\sin^2\alpha$ the integral is $2\Delta\int_0^{\pi/2}\cos^2\alpha\,d\alpha=\pi\Delta/2$. Therefore
\begin{equation}
G=\frac{1-\nu^2}{E}K^2 .\label{GK}
\end{equation}

\subsection*{(a) Irwin's length}

Ahead of the tip $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})=2\nu\sigma_{yy}$. Two principal stresses are equal, so the von Mises stress is their difference from the third, $(1-2\nu)\sigma_{yy}$. The elastic field would thus yield there at $\sigma_{yy}=Y/(1-2\nu)=3.125\,Y$. In plane stress, $\sigma_{zz}=0$ and yield comes at $\sigma_{yy}=Y$. Irwin's plane-strain rule takes the intermediate value $\sqrt3\,Y=520$ MPa. This factor is a convention of the estimate; it does not follow from the equations above.

The elastic stress reaches the cap at $r_1$:
\begin{equation}
\frac{K}{\sqrt{2\pi r_1}}=\sqrt3\,Y
\quad\Rightarrow\quad r_1=\frac{K^2}{6\pi Y^2}.\label{r1}
\end{equation}
Cutting the stress off at the cap would lose part of the force that holds the two halves together. Irwin restores it by lengthening the zone to $L$ and moving the outer elastic field forward by $L-r_1$, so that it meets the cap at $L$. Up to a distant point $R$, the new force minus the old one is
\begin{equation}
\sqrt3\,YL-\int_0^{r_1}\!\frac{K\,dr}{\sqrt{2\pi r}}
-\int_{R-L+r_1}^{R}\!\frac{K\,dr}{\sqrt{2\pi r}} .
\end{equation}
The last integral covers a fixed length on which the stress falls as $R^{-1/2}$, so it vanishes for large $R$. Setting the rest to zero and using (\ref{r1}) to eliminate $K$,
\begin{equation}
\sqrt3\,YL=K\sqrt{\frac{2r_1}{\pi}}
=\sqrt3\,Y\sqrt{2\pi r_1}\sqrt{\frac{2r_1}{\pi}}=2\sqrt3\,Yr_1 .
\end{equation}
Hence $L=2r_1$, and with (\ref{GK})
\begin{equation}
\boxed{L=\frac{K^2}{3\pi Y^2}=\frac{GE}{3\pi(1-\nu^2)Y^2}}\label{L}
\end{equation}
The name ``plastic zone size'' is used for both $r_1$ and $L$, which differ by a factor of two. Here it means the full length $L$.

For the numbers, $E/(1-\nu^2)=135.7$ GPa, so
\begin{align}
K&=\sqrt{5\times135.7\times10^9}\ \mathrm{Pa\,m^{1/2}}=0.824\ \mathrm{MPa\,m^{1/2}},\notag\\
(K/Y)^2&=7538\ \mathrm{nm},\notag\\
r_1&=7538/(6\pi)=400\ \mathrm{nm},\qquad L=800\ \mathrm{nm}.
\end{align}
Converted, a release rate of $0.312$ eV/\AA$^2$ gives a zone about $8000$ \AA\ long. As a test of the chain, $K$ was also found from a numerical contour integral of the near-tip field, $r_1$ from a root search, and $L$ from a numerical force integral. The result was 799.8 nm, the same as from (\ref{L}). This confirms the algebra, not the choice of $\sqrt3$.

That choice matters. In plane stress the cap is $Y$ and the stiffness in (\ref{GK}) is $E$ instead of $E/(1-\nu^2)$. The same force balance then gives $GE/(\pi Y^2)$, which is $3(1-\nu^2)=2.65$ times $L$, or about 2100 nm at the same $G$.

\subsection*{(b) Extent to the side}

Irwin's argument looks only along the crack line. For the other directions, take the elastic field without redistribution and ask where its von Mises stress equals $Y$. Let $S=K/\sqrt{2\pi r}$. The mean in-plane stress is $p=2\,\mathrm{Re}\,\Phi=S\cos(\theta/2)$. The in-plane principal stresses are $p\pm q$, where
\begin{equation}
q=\tfrac12|{-4iy\Phi'}|=2r|\sin\theta|\,\frac{|\Phi|}{2r}=\tfrac12S|\sin\theta| ,
\end{equation}
because $|\Phi'|=|\Phi|/(2r)$ and $|\Phi|=S/2$. The third principal stress is $2\nu p$. With $m=(1-2\nu)p$,
\begin{align}
\sigma_e^2&=\tfrac12\left[(2q)^2+(m+q)^2+(m-q)^2\right]=3q^2+m^2\notag\\
&=S^2\left[\tfrac34\sin^2\theta+\tfrac12(1-2\nu)^2(1+\cos\theta)\right].
\end{align}
Setting $\sigma_e=Y$ and solving for $r$,
\begin{equation}
r(\theta)=\frac{K^2}{4\pi Y^2}\left[\tfrac32\sin^2\theta+(1-2\nu)^2(1+\cos\theta)\right].\label{contour}
\end{equation}

Directly ahead this gives 123 nm, but the contour rises 962 nm above the crack plane and equally far below it. The difference comes from constraint. Ahead of the tip the three principal stresses are comparable and leave little shear, while to the side the term $q$ supplies shear whatever the value of $\nu$. In the incompressible limit $\nu\to\tfrac12$ the contour shrinks to zero ahead of the tip, but at $\theta=90^\circ$ it keeps the extent $3K^2/(8\pi Y^2)$.

The contour is not the true elastic--plastic boundary either, since yielding changes the stresses. It supports a size of order $10^3$ nm to the side of the crack, but not directly ahead. Irwin's 800 nm is therefore a scale for the zone as a whole, and the actual reach along the crack line can be several times shorter.

\subsection*{(c) Comparison with the layers}

Setting $L=h$ in (\ref{L}) gives two thresholds for a layer of thickness $h$. One is the release rate at fixed $Y$, the other the yield stress at fixed $G$:
\begin{equation}
G_h=\frac{3\pi(1-\nu^2)Y^2h}{E},\qquad
Y_h=\sqrt{\frac{GE}{3\pi(1-\nu^2)h}} .
\end{equation}

\begin{center}
\begin{tabular}{rrrr}
\hline
$h$ (nm) & $L/h$ & $G_h$ (J/m$^2$) & $Y_h$ (MPa)\\
\hline
50 & 16 & 0.31 & 1200\\
100 & 8.0 & 0.63 & 848\\
300 & 2.7 & 1.88 & 490\\
1000 & 0.80 & 6.25 & 268\\
3000 & 0.27 & 18.75 & 155\\
\hline
\end{tabular}
\end{center}

With the stated inputs, $L$ exceeds the three thinner layers and not the two thicker ones. The 1000 nm layer is a borderline case. For a crack running parallel to the layer in its middle, each side offers only 500 nm of copper, less than the 962 nm height of the elastic contour. At 3000 nm each side offers 1500 nm, and the contour fits.

When $L>h$, the value 800 nm is not the length of a real zone in the layer. Its derivation used a $K$ field in copper extending well beyond the zone, and such a field has no room there. The sound conclusion is negative: small-scale yielding inside the layer fails, and the layer boundaries influence the plastic flow. Formula (\ref{L}) then gives neither the shape of the yielded region nor the energy it dissipates. In particular, $G_h$ marks where the estimate meets the thickness; it is not a fracture toughness.

\subsection*{(d) A crack on the interface}

Let copper (material 1) fill $y>0$ and the dielectric (material 2) fill $y<0$. On the $x$ axis, subtracting (\ref{dev}) from (\ref{trace}) and halving gives the traction $t=\sigma_{yy}-i\sigma_{xy}=\Phi+\overline\Phi+x\overline{\Phi'}+\overline\Psi$. With $\Omega(\zeta)=\overline{\Phi(\bar\zeta)+\bar\zeta\Phi'(\bar\zeta)+\Psi(\bar\zeta)}$,
\begin{equation}
t=\Phi+\Omega,\qquad 2\mu\,\partial_x(u_x+iu_y)=\kappa\Phi-\Omega .
\end{equation}
If $\Phi$ is analytic in one half-plane, $\Omega$ is analytic in the other. Traction is continuous along the whole axis, being zero on both crack faces, so $\Phi_1-\Omega_2=\Phi_2-\Omega_1$. The left side is analytic above the axis and the right side below. Together they form one function that decays at infinity and is less singular than a pole at the tip, so it is zero. Thus $\Omega_2=\Phi_1$ and $\Omega_1=\Phi_2$. The traction and the displacement jump $\delta=\delta_x+i\delta_y$ obey
\begin{equation}
t=\Phi_1+\Phi_2,\qquad \partial_x\delta=a\Phi_1-b\Phi_2,
\end{equation}
\begin{equation}
a=\frac{\kappa_1}{2\mu_1}+\frac1{2\mu_2},\qquad b=\frac{\kappa_2}{2\mu_2}+\frac1{2\mu_1}.
\end{equation}
Let $F=a\Phi_1$ above and $F=b\Phi_2$ below. Bonding makes $F$ continuous for $x>0$. Free faces require $F_+=-(a/b)F_-$ for $x<0$. The singular solution with finite energy is $F=C\zeta^{-1/2+i\epsilon}$ with $e^{-2\pi\epsilon}=a/b$. Ahead of the tip $t=F(a+b)/(ab)$. Writing this as $t=Kx^{i\epsilon}/\sqrt{2\pi x}$, with $K$ now complex, fixes $C=abK/[(a+b)\sqrt{2\pi}]$.

Behind the tip $\partial_x\delta=F_+-F_-=(1+b/a)F_+$, and $F_+=-iC\sqrt{a/b}\,s^{-1/2+i\epsilon}$. Since $\partial_s=-\partial_x$, integration from the tip gives
\begin{equation}
\delta(s)=\frac{i\sqrt{ab}\,K}{\sqrt{2\pi}}\,\frac{s^{1/2+i\epsilon}}{\frac12+i\epsilon}.
\end{equation}
The closure work density $\sigma_{yy}\delta_y+\sigma_{xy}\delta_x$ is $\mathrm{Im}(\bar t\,\delta)$. The integral needed is
\begin{equation}
\int_0^\Delta x^{-1/2-i\epsilon}(\Delta-x)^{1/2+i\epsilon}dx
=\Delta\left(\tfrac12+i\epsilon\right)\frac{\pi}{\cosh\pi\epsilon},
\end{equation}
a beta function reduced with $\Gamma(\tfrac12+i\epsilon)\Gamma(\tfrac12-i\epsilon)=\pi/\cosh\pi\epsilon$. As $\cosh\pi\epsilon=(a+b)/(2\sqrt{ab})$,
\begin{equation}
G=\frac{\sqrt{ab}\,|K|^2}{4\cosh\pi\epsilon}=\frac{ab\,|K|^2}{2(a+b)} .
\end{equation}
Define $\beta=(b-a)/(a+b)$ and $2/E^*=(1-\nu_1^2)/E_1+(1-\nu_2^2)/E_2$. Then $ab=(1-\beta^2)(a+b)^2/4$. Also $a+b=8/E^*$, because $(\kappa+1)/(2\mu)=4(1-\nu^2)/E$. Hence
\begin{equation}
G=\frac{1-\beta^2}{E^*}|K|^2,\qquad
L_{\rm int}=\frac{GE^*}{3\pi(1-\beta^2)Y^2}.\label{Lint}
\end{equation}
For equal materials $\beta=0$ and (\ref{GK}) returns. The second formula puts $|K|$ into Irwin's rule. It gives a scale only, since the interface field mixes opening with shear and the constraint differs from that in bulk copper.

For a low-k dielectric with modulus 10 GPa and Poisson ratio 0.25 (rough values), $E^*=19.8$ GPa and $\beta=0.291$. At the same $G$ and $Y$, $L_{\rm int}$ is about 130 nm, six times less than in bulk copper. The dielectric's term dominates $2/E^*$, which makes $E^*$ small, so by (\ref{Lint}) a given $G$ corresponds to a smaller $|K|$. A stiff cap of 150 GPa and the same Poisson ratio gives about 870 nm, close to the bulk result.

The solution has a known flaw: the factor $s^{i\epsilon}$ in $\delta(s)$ makes the faces overlap very near the tip, where real faces would touch. In both examples the overlap stays below 1 nm if, at the distance $L_{\rm int}$ ahead of the tip, the opening stress is at least as large as the shear stress. It is neglected here. For the low-k case under dominant shear of one sign, it grows to tens of nanometres or more, and contact between the faces must then be included.

\subsection*{Standing of the estimate for real interconnects}

Copper layers range roughly from tens of nanometres at the lowest levels to micrometres at the top, and a release rate of a few J/m$^2$ is a realistic scale for cracking in low-k stacks. The least secure input is $Y$. Thin films are often stronger than 300 MPa, and $L$ varies as $Y^{-2}$. The table below changes the named inputs and holds $G=5$ J/m$^2$.

\begin{center}
\begin{tabular}{lr}
\hline
Case & $L$ (nm)\\
\hline
Reference & 800\\
Strong film, $Y=600$ MPa & 200\\
Low-k interface & 130\\
Low-k interface, $Y=600$ MPa & 32\\
Near 400 K & 950\\
\hline
\end{tabular}
\end{center}

Grain orientation is left out of the table. Rough cubic elastic constants give a uniaxial modulus of 67 GPa along $\langle100\rangle$ and 190 GPa along $\langle111\rangle$, which the isotropic formula would turn into 440 and 1300 nm. That spread is far too wide, because an opening crack also strains the copper in other directions and so involves several elastic constants; the anisotropic relation between $G$ and the opening $K$, put into the same rule, gives about 750 to 970 nm over orientations. The 400 K case assumes a modulus lower by 4\% and a yield stress lower by 10\%. Hardening and residual stress are left out. The second omission is serious: for copper on silicon, with an expansion mismatch near $14\times10^{-6}$ K$^{-1}$, a change of 100 K alters the elastic biaxial stress by about 250 MPa, close to $Y$ itself, so the 400 K row shows only the effect of the changed constants.

At $G=5$ J/m$^2$ the estimate therefore exceeds the thickness of layers up to 300 nm for a crack in copper, or beside a stiff cap, when the yield stress is near 300 MPa. A strong film beside a compliant dielectric gives 32 nm, well below the thicknesses from 300 nm up. For the 50 and 100 nm layers the margin is too small to decide: the height of the elastic von Mises contour in the copper depends on the mix of opening and shear and runs from about 30 to 80 nm. At $Y=300$ MPa beside the same dielectric it runs from about 110 to 330 nm, so the 130 nm scale does not clear a 300 nm layer either. Lengths this small are also comparable with the spacing of dislocations (100 nm at a density of $10^{14}$ m$^{-2}$), where continuum plasticity with one yield stress is only a rough guide. For a given layer, $Y$ should be that of the film itself, and the stiffness of the material across the crack must be known before $L$ is compared with $h$.

\section*{Computed results}
\begin{verbatim}
Young modulus of copper (rough): 120 GPa
Poisson ratio of copper (rough): 0.34
Yield stress: 300 MPa
Release rate: 5.0 J/m^2
Release rate converted: 0.312 eV/angstrom^2
Plane-strain modulus: 135.7 GPa
Stress intensity K: 0.824 MPa m^0.5
(K/Y)^2: 7538 nm
Irwin constraint factor: 1.732 (no unit)
Elastic constraint factor directly ahead: 3.125 (no unit)
Capped opening stress: 520 MPa
First radius, from root search: 399.9 nm
Full Irwin length, from formula: 799.8 nm
Full Irwin length, from force balance: 799.8 nm
Full Irwin length converted: 7998 angstrom
Elastic von Mises contour, directly ahead: 123 nm
Elastic von Mises contour, height on one side: 962 nm
Layer 50 nm: L/h = 16.00; L = h at G = 0.31 J/m^2 or Y = 1200 MPa
Layer 100 nm: L/h = 8.00; L = h at G = 0.63 J/m^2 or Y = 848 MPa
Layer 300 nm: L/h = 2.67; L = h at G = 1.88 J/m^2 or Y = 490 MPa
Layer 1000 nm: L/h = 0.80; L = h at G = 6.25 J/m^2 or Y = 268 MPa
Layer 3000 nm: L/h = 0.27; L = h at G = 18.75 J/m^2 or Y = 155 MPa
Strong-film yield stress (rough): 600 MPa
L for strong film: 200 nm
Low-k modulus (rough): 10 GPa; Poisson ratio 0.25
Stiff-cap modulus (rough): 150 GPa; Poisson ratio 0.25
Copper/low-k beta: 0.291 (no unit); E_star: 19.8 GPa
L scale, copper/low-k interface: 127 nm
L scale, copper/stiff-cap interface: 866 nm
L scale, low-k interface and strong film: 32 nm
Cubic constants (rough) C11, C12, C44: 168, 121, 75 GPa
Copper modulus along <100>: 67 GPa; L scale: 444 nm
Copper modulus along <111>: 190 GPa; L scale: 1268 nm
Assumed factors near 400 K: modulus 0.96, yield stress 0.90
L near 400 K: 948 nm
\end{verbatim}
